# A matched gray phonon model bounds size-limited conductivity from above: test program

```python
# Result under test: with Matthiessen boundary scattering, a gray phonon model
# with the same bulk conductivity k, heat capacity C and C-weighted mean speed
# never gives less than the spectral size-limited conductivity.
# Symbols: mfp = bulk free path of a mode, L = boundary length,
# weight = (mode heat capacity)*(mode speed), m = weight-averaged free path,
# spectral k(L) = sum(weight*mfp*L/(mfp+L))/3, gray k(L) = k/(1+m/L).
# Example: isotropic model in the rough regime of silicon carbide. SI inside.
import numpy as np
import sympy as sp
from scipy.constants import hbar, k as kB
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

rng = np.random.default_rng(7)

# ---------- general statements, tested on arbitrary spectra ----------
x, a, b = sp.symbols('x a b', positive=True)   # mfp, mean mfp, boundary length
f = x*b/(x + b)
tangent = f.subs(x, a) + sp.diff(f, x).subs(x, a)*(x - a)
assert sp.simplify(tangent - f - b**2*(x - a)**2/((b + a)**2*(b + x))) == 0
ell = sp.symbols('ell', positive=True)
curvature = sp.diff(x*(1 - sp.exp(-ell/x)), x, 2)
assert sp.simplify(curvature + ell**2/x**3*sp.exp(-ell/x)) == 0

# Matthiessen's rule from simulated flights ended by the earlier of two events
flights = np.minimum(rng.exponential(2.0, 400000), rng.exponential(3.0, 400000))
assert abs(flights.mean()/(2.0*3.0/(2.0 + 3.0)) - 1) < 0.01   # sampling noise

for trial in range(2000):
    w = rng.random(30)
    w /= w.sum()
    lam = 10**rng.uniform(-3, 3, 30)
    length = 10**rng.uniform(-3, 3)
    mean = np.sum(w*lam)
    true = np.sum(w/(1/lam + 1/length))
    gray_value = 1/(1/mean + 1/length)
    gap = length**2*np.sum(w*(lam - mean)**2/(length + lam))/(length + mean)**2
    assert gray_value >= true
    assert abs(gray_value - true - gap) < 1e-10*gray_value
    lengths = 10**rng.uniform(-3, 3, 30)       # a boundary length for each mode
    assert np.sum(w/(1/lam + 1/lengths)) <= 1/(1/mean + 1/np.sum(w*lengths))

# a rare long-path population makes the overestimate large
rare = 0.01
w2 = np.array([rare, 1 - rare])
lam2 = np.array([1/rare, 1e-9])
mean2 = np.sum(w2*lam2)
rare_ratio = (mean2/(1 + mean2))/np.sum(w2*lam2/(1 + lam2))
assert abs(rare_ratio/((1 + 1/rare)/2) - 1) < 1e-4


# ---------- closed-form benchmark: mfp = mfp0/u^2, weight 3u^2 du ----------
def bench_true(s):
    return 1 - s*np.arctan(1/s)


def bench_gray(s):
    return 1/(1 + 3*s*s)


for s in (0.05, 0.5, 3.0):                     # s^2 = mfp0/L
    top = quad(lambda u: 3*u*u/(u*u + s*s), 0, 1, epsabs=1e-12)[0]
    bottom = quad(lambda u: 3*u*u/u**2, 0, 1)[0]
    assert abs(top/bottom - bench_true(s)) < 1e-9
bench = minimize_scalar(lambda z: -bench_gray(np.exp(z))/bench_true(np.exp(z)),
                        bounds=(-5, 3), method='bounded')
bench_ratio = -bench.fun
bench_length = 1/(3*np.exp(2*bench.x))         # L divided by mean free path
assert abs((1 - bench_true(1e-4))/(np.pi/2*1e-4) - 1) < 1e-3

# ---------- silicon-carbide-like model, rough parameters ----------
cells = 4.8e28                 # primitive cells per m^3
speed_LA, speed_TA = 12.0e3, 7.5e3
omega_optical = 1.5e14
k_target = 400.0
T_room, T_hot = 300.0, 450.0
film = 300e-9
L_case = 8*film/3
mass_disorder = 1e-4
q_max = (6*np.pi**2*cells)**(1/3)
branches = ((speed_LA, 1), (speed_TA, 2))
node, node_weight = np.polynomial.legendre.leggauss(1200)
t = (node + 1)/2
q = q_max*t**3                 # clusters points at long waves
dq = q_max*3*t**2*node_weight/2


def frequency(wavevector, sound):
    return sound*2*q_max/np.pi*np.sin(np.pi*wavevector/(2*q_max))


def mode_heat(omega, T):
    y = hbar*omega/(kB*T)
    return kB*y**2*np.exp(-y)/np.expm1(-y)**2


def modes(T=T_room, exponent=2.0, A=None, disorder=0.0):
    weight, speed, omega, defect, heat = [], [], [], [], 0.0
    for sound, copies in branches:
        om = frequency(q, sound)
        v = sound*np.cos(np.pi*q/(2*q_max))
        c = copies*q**2/(2*np.pi**2)*mode_heat(om, T)*dq
        heat += c.sum()
        weight.append(c*v)
        speed.append(v)
        omega.append(om)
        defect.append(disorder*om**4/(4*np.pi*cells*sound**3))
    weight, speed, omega, defect = map(
        np.concatenate, (weight, speed, omega, defect))
    if A is None:
        A = np.sum(weight*speed/omega**exponent)/(3*k_target)
    return weight, speed/(A*omega**exponent + defect), heat, A


def spectral(weight, mfp, L):
    return np.sum(weight*mfp/(1 + mfp/L))/3


def gray(weight, mfp, L, product_factor=1.0):
    bulk = np.sum(weight*mfp)/3
    gray_path = 3*bulk/(weight.sum()*product_factor)
    return bulk/(1 + gray_path/L)


W, mfp, C_acoustic, A = modes()
C_optical = 3*cells*mode_heat(omega_optical, T_room)
C_total = C_acoustic + C_optical
mean_speed = W.sum()/C_total
gray_path = 3*k_target/(C_total*mean_speed)
assert abs(gray_path/(np.sum(W*mfp)/W.sum()) - 1) < 1e-10

# explicit sum over a cubic wavevector grid; heat capacity from the energy and
# velocities from the dispersion, both by finite differences
N = 80
step = 2*q_max/N
axis = (np.arange(N) + 0.5)*step - q_max
qx, qy, qz = np.meshgrid(axis, axis, axis, indexing='ij')
q_abs = np.sqrt(qx**2 + qy**2 + qz**2)
inside = q_abs < q_max
qx, qy, qz, q_abs = qx[inside], qy[inside], qz[inside], q_abs[inside]
grid_k = grid_weight = 0.0
dT, h = 0.1, 1e-4*q_max
for sound, copies in branches:
    om = frequency(q_abs, sound)
    energy_up = hbar*om/np.expm1(hbar*om/(kB*(T_room + dT)))
    energy_down = hbar*om/np.expm1(hbar*om/(kB*(T_room - dT)))
    heat = (energy_up - energy_down)/(2*dT)
    right = np.sqrt((qx + h)**2 + qy**2 + qz**2)
    left = np.sqrt((qx - h)**2 + qy**2 + qz**2)
    vx = (frequency(right, sound) - frequency(left, sound))/(2*h)
    v = (frequency(q_abs + h, sound) - frequency(q_abs - h, sound))/(2*h)
    v = np.abs(v)
    cell = copies*(step/(2*np.pi))**3
    grid_k += cell*np.sum(heat*vx**2/(A*om**2 + v/L_case))
    grid_weight += cell*np.sum(heat*v)
k_case, gray_case = spectral(W, mfp, L_case), gray(W, mfp, L_case)
assert abs(grid_k/k_case - 1) < 5e-3           # finite grid spacing
assert abs(grid_weight/W.sum() - 1) < 5e-3     # finite grid spacing

# the bound at all lengths, and what a changed heat-capacity-speed product does
for L in np.logspace(-11, -2, 60):
    assert gray(W, mfp, L) >= spectral(W, mfp, L)*(1 - 1e-12)
    assert gray(W, mfp, L, 1.01) > spectral(W, mfp, L)
assert gray(W, mfp, 1e-12, 0.99) < spectral(W, mfp, 1e-12)

# slow approach to bulk: loss proportional to 1/sqrt(L)
L_long = 1e-2
loss = np.sum(W*mfp**2/(L_long + mfp))/3
loss_law = sum(n*kB/(12*np.pi*A**1.5*np.sqrt(c*L_long)) for c, n in branches)
assert abs(loss/loss_law - 1) < 0.02           # next order in 1/sqrt(L)

peak = minimize_scalar(
    lambda z: -gray(W, mfp, np.exp(z))/spectral(W, mfp, np.exp(z)),
    bounds=(np.log(1e-9), np.log(1e-4)), method='bounded')

# two mismatched gray models
debye_speed = (3/(1/speed_LA**3 + 2/speed_TA**3))**(1/3)
factor_sound = C_total*debye_speed/W.sum()
factor_mixed = C_acoustic/C_total
L_cross = np.exp(brentq(
    lambda z: gray(W, mfp, np.exp(z), factor_mixed) - spectral(W, mfp, np.exp(z)),
    np.log(1e-10), np.log(1e-4)))
assert gray(W, mfp, L_cross/2, factor_mixed) < spectral(W, mfp, L_cross/2)

# ---------- neglected effects ----------
# in-plane conduction of a film with diffuse surfaces (Fuchs-Sondheimer)
g, gw = np.polynomial.legendre.leggauss(160)
r = (g + 1)/2
mu, dmu = r**3, 3*r**2*gw/2


def film_factor(ratio):                        # ratio = free path / thickness
    y = 1/(np.atleast_1d(ratio)[:, None]*mu)
    return 1.5*np.sum((1 - mu**2)*(1 + np.expm1(-y)/y)*dmu, axis=1)


depth = r[:, None]
direct = 1.5*np.sum((1 - mu**2)*(1 - np.exp(-depth/(0.7*mu)))*dmu*gw[:, None]/2)
assert abs(direct/film_factor(0.7)[0] - 1) < 1e-4   # double quadrature
assert abs((1 - film_factor(1e-3)[0])/1e-3 - 3/8) < 1e-6


def film_pair(d):
    return (np.sum(W*mfp*film_factor(mfp/d))/3,
            k_target*film_factor(gray_path/d)[0])


for d in (10e-9, 100e-9, film, 3e-6):
    assert film_pair(d)[1] > film_pair(d)[0]
film_true, film_gray = film_pair(film)

# partly specular surfaces: long waves see a longer boundary length
q_both = np.concatenate((q, q))


def boundary_lengths(roughness):
    z = 4*roughness**2*q_both**2
    return L_case*(1 + np.exp(-z))/(-np.expm1(-z))


rough = 0.5e-9
L_modes = boundary_lengths(rough)
L_mean = np.sum(W*L_modes)/W.sum()
k_specular = spectral(W, mfp, L_modes)
gray_specular = gray(W, mfp, L_mean)
assert k_specular <= gray_specular
rough_cross = brentq(
    lambda e: spectral(W, mfp, boundary_lengths(e)) - gray_case, 0.02e-9, 2e-9)
assert spectral(W, mfp, boundary_lengths(rough_cross/2)) > gray_case

W_hot, mfp_hot, _, _ = modes(T=T_hot, A=A*T_hot/T_room)
W_iso, mfp_iso, _, _ = modes(A=A, disorder=mass_disorder)
order = np.argsort(mfp)
share = np.cumsum((W*mfp)[order])/np.sum(W*mfp)
marks = np.exp(np.interp([0.1, 0.5, 0.9], share, np.log(mfp[order])))
share_long = 1 - np.interp(np.log(L_case), np.log(mfp[order]), share)

# ---------- printed numbers ----------
nm = 1e9
print(f"Rare share {rare:.2f}, L = mean path: gray/true = {rare_ratio:.1f}")
print(f"Benchmark: largest gray/true = {bench_ratio:.3f}")
print(f"Benchmark: reached at L/mean path = {bench_length:.2f}")
print(f"Cell density = {cells:.2e} 1/m^3")
print(f"Sound speeds LA, TA = {speed_LA/1e3:.1f}, {speed_TA/1e3:.1f} km/s")
print(f"Optical angular frequency = {omega_optical/1e12:.0f} rad/ps")
print(f"Temperature = {T_room:.0f} K")
print(f"Bulk conductivity (set) = {k_target:.0f} W/(m K)")
print(f"Largest wavevector = {q_max/1e9:.2f} 1/nm")
print(f"Fitted rate coefficient A = {A:.3e} s")
print(f"Acoustic heat capacity = {C_acoustic/1e6:.3f} MJ/(m^3 K)")
print(f"Optical heat capacity = {C_optical/1e6:.3f} MJ/(m^3 K)")
print(f"Total heat capacity = {C_total/1e6:.3f} MJ/(m^3 K)")
print(f"Mean speed, all modes = {mean_speed/1e3:.3f} km/s")
print(f"Gray free path = {gray_path*nm:.1f} nm")
for p, value in zip((10, 50, 90), marks):
    print(f"{p}% of bulk k lies below free path {value*nm:.0f} nm")
print(f"Film thickness = {film*nm:.0f} nm, L = {L_case*nm:.0f} nm")
print(f"Share of bulk k with free path above L = {100*share_long:.0f} %")
print("L (nm), spectral k, gray k (W/(m K)), gray/spectral:")
for L in (30e-9, 100e-9, 300e-9, L_case, 3e-6, 10e-6, 100e-6):
    kt, kg = spectral(W, mfp, L), gray(W, mfp, L)
    print(f"  {L*nm:8.0f} {kt:8.2f} {kg:8.2f} {kg/kt:7.3f}")
print(f"Wavevector-grid k at the film's L = {grid_k:.2f} W/(m K)")
print(f"Largest gray/spectral = {-peak.fun:.3f} at L = {np.exp(peak.x)*nm:.0f} nm")
print(f"Loss at L = 1 cm: sum {loss:.3f}, law {loss_law:.3f} W/(m K)")
print(f"Debye sound speed = {debye_speed/1e3:.2f} km/s")
print(f"Total C with sound speed: product too large by {factor_sound:.2f}")
print(f"  its gray k at film's L = {gray(W, mfp, L_case, factor_sound):.1f} W/(m K)")
print(f"Acoustic C with all-mode speed: product factor {factor_mixed:.3f}")
print(f"  it underestimates below L = {L_cross*nm:.1f} nm")
print(f"Diffuse film: spectral {film_true:.1f}, gray {film_gray:.1f} W/(m K)")
print(f"Roughness {rough*nm:.1f} nm: spectral k = {k_specular:.1f} W/(m K)")
print(f"  mean L = {L_mean*nm:.0f} nm, gray k with it = {gray_specular:.1f} W/(m K)")
print(f"Gray with diffuse L fails below roughness {rough_cross*nm:.3f} nm")
for name, ww, ll in ((f"{T_hot:.0f} K", W_hot, mfp_hot),
                     (f"Mass disorder {mass_disorder:.0e}", W_iso, mfp_iso)):
    kt, kg = spectral(ww, ll, L_case), gray(ww, ll, L_case)
    print(f"{name}: bulk k = {np.sum(ww*ll)/3:.1f} W/(m K)")
    print(f"  at film's L: spectral {kt:.1f}, gray {kg:.1f} W/(m K)")
for power in (1.5, 2.5):
    ww, ll, _, _ = modes(exponent=power)
    kt, kg = spectral(ww, ll, L_case), gray(ww, ll, L_case)
    print(f"Rate exponent {power}: spectral {kt:.1f}, gray {kg:.1f} W/(m K)")
print("finished without a failed check")
```

It prints:

```
Rare share 0.01, L = mean path: gray/true = 50.5
Benchmark: largest gray/true = 1.290
Benchmark: reached at L/mean path = 2.13
Cell density = 4.80e+28 1/m^3
Sound speeds LA, TA = 12.0, 7.5 km/s
Optical angular frequency = 150 rad/ps
Temperature = 300 K
Bulk conductivity (set) = 400 W/(m K)
Largest wavevector = 14.17 1/nm
Fitted rate coefficient A = 1.266e-17 s
Acoustic heat capacity = 1.505 MJ/(m^3 K)
Optical heat capacity = 0.665 MJ/(m^3 K)
Total heat capacity = 2.171 MJ/(m^3 K)
Mean speed, all modes = 2.323 km/s
Gray free path = 238.0 nm
10% of bulk k lies below free path 93 nm
50% of bulk k lies below free path 594 nm
90% of bulk k lies below free path 17183 nm
Film thickness = 300 nm, L = 800 nm
Share of bulk k with free path above L = 44 %
L (nm), spectral k, gray k (W/(m K)), gray/spectral:
        30    36.44    44.77   1.229
       100    83.20   118.34   1.422
       300   145.64   223.04   1.531
       800   207.02   308.28   1.489
      3000   279.72   370.60   1.325
     10000   327.21   390.70   1.194
    100000   374.88   399.05   1.064
Wavevector-grid k at the film's L = 207.02 W/(m K)
Largest gray/spectral = 1.534 at L = 354 nm
Loss at L = 1 cm: sum 2.609, law 2.620 W/(m K)
Debye sound speed = 8.26 km/s
Total C with sound speed: product too large by 3.56
  its gray k at film's L = 369.1 W/(m K)
Acoustic C with all-mode speed: product factor 0.693
  it underestimates below L = 63.7 nm
Diffuse film: spectral 198.7, gray 293.4 W/(m K)
Roughness 0.5 nm: spectral k = 216.0 W/(m K)
  mean L = 807 nm, gray k with it = 308.9 W/(m K)
Gray with diffuse L fails below roughness 0.134 nm
450 K: bulk k = 281.0 W/(m K)
  at film's L: spectral 166.4, gray 237.6 W/(m K)
Mass disorder 1e-04: bulk k = 387.6 W/(m K)
  at film's L: spectral 199.0, gray 300.9 W/(m K)
Rate exponent 1.5: spectral 248.6, gray 308.3 W/(m K)
Rate exponent 2.5: spectral 141.2, gray 308.3 W/(m K)
finished without a failed check
```
